\section*{The generalized Bloch theorem for spin spirals in one chemical cell}

\section{One layer in place of twelve}

A conical spiral turns by $30^\circ$ from each atomic layer to the next and repeats after twelve layers, or $3.36$ nm. For electrons moving along its axis, a $384\times384$ matrix for all twelve layers gives two levels at $0.553629$ and $1.351062$ eV. A $34\times34$ matrix for a single layer gives the same two levels to every digit shown. The single layer is not a magnetic period, so the ordinary Bloch theorem does not explain this. The explanation is a symmetry that joins a lattice translation to a spin rotation.

\section{Hamiltonian and conventions}

Let $\mathbf R$ run over the lattice vectors of the chemical cell and $\mathbf G$ over the reciprocal lattice vectors. The one-electron Hamiltonian is
\begin{equation}
H=\frac{\mathbf p^2}{2m}+v(\mathbf r)+\boldsymbol\sigma\cdot\mathbf b(\mathbf r),
\qquad v(\mathbf r+\mathbf R)=v(\mathbf r).
\label{H}
\end{equation}
The field $\mathbf b$ is an energy; with the plus sign, a spin antiparallel to $\mathbf b$ has the lower energy. Write $b_-=b_x-ib_y$. Then
\begin{equation}
\boldsymbol\sigma\cdot\mathbf b=
\begin{pmatrix} b_z & b_-\\ b_-^* & -b_z\end{pmatrix}.
\end{equation}
A spiral with wave vector $\mathbf q$ and spin rotation axis $z$ is defined by
\begin{equation}
b_z(\mathbf r+\mathbf R)=b_z(\mathbf r),\qquad
b_-(\mathbf r+\mathbf R)=e^{-i\mathbf q\cdot\mathbf R}\,b_-(\mathbf r).
\label{spiral}
\end{equation}
If $b_-=b_\perp e^{-i\varphi}$, the azimuth $\varphi$ grows by $\mathbf q\cdot\mathbf R$. The vector $\mathbf q$ is any real vector. Without spin-orbit coupling the spin axis $z$ need not be related to the direction of $\mathbf q$. Several atoms in the cell may have different cone angles and phases, provided that all turn with the same $\mathbf q$ about the same axis.

\section{The combined symmetry}

A spin rotation by $\phi$ about $z$ is
\begin{equation}
U(\phi)=e^{-i\phi\sigma_z/2}=
\begin{pmatrix}e^{-i\phi/2}&0\\0&e^{i\phi/2}\end{pmatrix}.
\end{equation}
In $U(\boldsymbol\sigma\cdot\mathbf b)U^\dagger$ the diagonal is unchanged. The upper right element becomes $e^{-i\phi/2}b_-e^{-i\phi/2}=e^{-i\phi}b_-$, which is the field turned by $+\phi$. Define
\begin{equation}
(g_{\mathbf R}\psi)(\mathbf r)=U(\mathbf q\cdot\mathbf R)\,\psi(\mathbf r-\mathbf R).
\label{g}
\end{equation}
The kinetic energy commutes with translations and with constant spin matrices, and $v$ is periodic. Therefore
\begin{align}
(g_{\mathbf R}H\psi)(\mathbf r)
&=U\left[\frac{\mathbf p^2}{2m}+v(\mathbf r-\mathbf R)+\boldsymbol\sigma\cdot\mathbf b(\mathbf r-\mathbf R)\right]\psi(\mathbf r-\mathbf R)\nonumber\\
&=\left[\frac{\mathbf p^2}{2m}+v(\mathbf r)+U\boldsymbol\sigma\cdot\mathbf b(\mathbf r-\mathbf R)U^\dagger\right]U\psi(\mathbf r-\mathbf R).
\end{align}
The rotated field has the transverse component $e^{-i\mathbf q\cdot\mathbf R}b_-(\mathbf r-\mathbf R)=b_-(\mathbf r)$ by \eqref{spiral}. The last line is thus $(Hg_{\mathbf R}\psi)(\mathbf r)$, and $[g_{\mathbf R},H]=0$.

All the $U$ are diagonal, so $g_{\mathbf R}g_{\mathbf R'}=g_{\mathbf R+\mathbf R'}$. The half angles cause no sign ambiguity as long as one $\mathbf q$ is kept and $\mathbf q\cdot\mathbf R$ is not reduced modulo $2\pi$. The $g_{\mathbf R}$ are unitary and commute with one another, so their common eigenvalues are phases that multiply when lattice vectors add:
\begin{equation}
g_{\mathbf R}\psi_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf R}\psi_{\mathbf k}.
\label{eig}
\end{equation}
The three phases for the primitive vectors fix $\mathbf k$ up to a reciprocal lattice vector. This $\mathbf k$ labels the combined operation; it is not the wave vector of either spin component.

Written by components, \eqref{eig} reads
\begin{align}
e^{-i\mathbf q\cdot\mathbf R/2}\psi_\uparrow(\mathbf r-\mathbf R)&=e^{-i\mathbf k\cdot\mathbf R}\psi_\uparrow(\mathbf r),\nonumber\\
e^{+i\mathbf q\cdot\mathbf R/2}\psi_\downarrow(\mathbf r-\mathbf R)&=e^{-i\mathbf k\cdot\mathbf R}\psi_\downarrow(\mathbf r).
\end{align}
Moving the spin phases to the right gives $\psi_\uparrow(\mathbf r-\mathbf R)=e^{-i(\mathbf k-\mathbf q/2)\cdot\mathbf R}\psi_\uparrow(\mathbf r)$, and the same for $\psi_\downarrow$ with $\mathbf k+\mathbf q/2$. Each component is an ordinary Bloch function with its own wave vector:
\begin{equation}
\psi_{\mathbf k}(\mathbf r)=
\begin{pmatrix}
e^{i(\mathbf k-\mathbf q/2)\cdot\mathbf r}\,u_\uparrow(\mathbf r)\\
e^{i(\mathbf k+\mathbf q/2)\cdot\mathbf r}\,u_\downarrow(\mathbf r)
\end{pmatrix},
\qquad u_s(\mathbf r+\mathbf R)=u_s(\mathbf r).
\label{bloch}
\end{equation}

\section{Any pitch: the rotating spin frame}

The same result follows from a change of variables that makes no reference to a magnetic period. Put $\psi=W\chi$ with $W(\mathbf r)=e^{-i\mathbf q\cdot\mathbf r\,\sigma_z/2}$. Since $\mathbf p=-i\hbar\nabla$,
\begin{equation}
\mathbf p(W\chi)=W\mathbf p\chi+(-i\hbar)\left(-\tfrac{i}{2}\mathbf q\sigma_z\right)W\chi
=W\left(\mathbf p-\tfrac12\hbar\mathbf q\sigma_z\right)\chi .
\end{equation}
The upper right element of $W^\dagger\boldsymbol\sigma\cdot\mathbf b\,W$ is $e^{i\mathbf q\cdot\mathbf r/2}b_-e^{i\mathbf q\cdot\mathbf r/2}$. Hence
\begin{equation}
W^\dagger HW=\frac{(\mathbf p-\hbar\mathbf q\sigma_z/2)^2}{2m}+v+
\begin{pmatrix}b_z&\beta\\ \beta^*&-b_z\end{pmatrix},
\qquad \beta(\mathbf r)=e^{i\mathbf q\cdot\mathbf r}b_-(\mathbf r).
\label{frame}
\end{equation}
The new field has the period of the chemical cell, because
\begin{equation}
\beta(\mathbf r+\mathbf R)=e^{i\mathbf q\cdot\mathbf r}e^{i\mathbf q\cdot\mathbf R}e^{-i\mathbf q\cdot\mathbf R}b_-(\mathbf r)=\beta(\mathbf r).
\end{equation}
The ordinary Bloch theorem now applies to $\chi$ and gives $\chi=e^{i\mathbf k\cdot\mathbf r}(u_\uparrow,u_\downarrow)$. Multiplication by $W$ returns \eqref{bloch}. No step requires $\mathbf q$ to be commensurate with the lattice. In a finite box, periodic boundary conditions on $\chi$ are spin-twisted conditions on $\psi$.

\section{What to implement}

Expand $u_s=\sum_{\mathbf G}c_{s\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, let $f_{\mathbf G}$ denote the cell average of $f(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}$, and set $A=\hbar^2/2m$. Projection on $e^{i\mathbf G\cdot\mathbf r}$ gives
\begin{align}
H_{\uparrow\mathbf G,\uparrow\mathbf G'}&=A|\mathbf k-\tfrac12\mathbf q+\mathbf G|^2\delta_{\mathbf G\mathbf G'}+(v+b_z)_{\mathbf G-\mathbf G'},\nonumber\\
H_{\downarrow\mathbf G,\downarrow\mathbf G'}&=A|\mathbf k+\tfrac12\mathbf q+\mathbf G|^2\delta_{\mathbf G\mathbf G'}+(v-b_z)_{\mathbf G-\mathbf G'},\nonumber\\
H_{\uparrow\mathbf G,\downarrow\mathbf G'}&=\beta_{\mathbf G-\mathbf G'},\qquad
H_{\downarrow\mathbf G,\uparrow\mathbf G'}=\beta^*_{\mathbf G'-\mathbf G}.
\label{matrix}
\end{align}
The field to transform is $\beta$, not $b_-$. A spin-independent nonlocal potential with $V(\mathbf r+\mathbf R,\mathbf r'+\mathbf R)=V(\mathbf r,\mathbf r')$ also commutes with $g_{\mathbf R}$; its matrix elements are evaluated at $\mathbf k-\mathbf q/2$ in the upper block and at $\mathbf k+\mathbf q/2$ in the lower one.

The densities follow from \eqref{bloch}. With occupations $f_{n\mathbf k}$ and normalized zone averages,
\begin{equation}
n_s(\mathbf r)=\sum_{n\mathbf k}f_{n\mathbf k}|u_{s,n\mathbf k}|^2,\qquad
m_x-im_y=2e^{-i\mathbf q\cdot\mathbf r}\sum_{n\mathbf k}f_{n\mathbf k}\,u_{\uparrow,n\mathbf k}u^*_{\downarrow,n\mathbf k}.
\label{density}
\end{equation}
The factor $e^{-i\mathbf q\cdot\mathbf r}$ is the quotient of the two Bloch phases. The charge density and $m_z$ are therefore periodic, and the transverse magnetization is again a spiral with the same $\mathbf q$. In the local spin-density approximation the exchange-correlation field is collinear with $\mathbf m(\mathbf r)$ (opposite to it in the sign convention of \eqref{H}), with a size set by the local $n$ and $|\mathbf m|$. It then satisfies \eqref{spiral}, so a self-consistency cycle started in this symmetry stays in it. This does not show that the spiral is the ground state: a solution of lower symmetry cannot be reached from within the one-cell calculation.

\subsection{Equivalent labels}

Replacing $\mathbf q$ by $\mathbf q+\mathbf G$ leaves all factors $e^{i\mathbf q\cdot\mathbf R}$ unchanged. For the same physical field, take also $\mathbf k'=\mathbf k+\mathbf G/2$. The component wave vectors become
\begin{equation}
\mathbf k'-\tfrac12(\mathbf q+\mathbf G)=\mathbf k-\tfrac12\mathbf q,\qquad
\mathbf k'+\tfrac12(\mathbf q+\mathbf G)=\mathbf k+\tfrac12\mathbf q+\mathbf G .
\end{equation}
The added $\mathbf G$ is absorbed by $u_\downarrow\to e^{-i\mathbf G\cdot\mathbf r}u_\downarrow$ and $\beta\to e^{i\mathbf G\cdot\mathbf r}\beta$. Thus
\begin{equation}
E(\mathbf k+\tfrac12\mathbf G;\mathbf q+\mathbf G)=E(\mathbf k;\mathbf q).
\end{equation}
A code that changes $\mathbf q$ by $\mathbf G$ but keeps the old $\beta$ describes a different field inside the cell.

\subsection{Comparison with a supercell}

In one dimension let $N$ cells of length $a$ contain $p$ full turns, so that $L=Na$ and $qL=2\pi p$. A supercell code uses the ordinary Bloch condition $\psi(z+L)=e^{i\kappa L}\psi(z)$. The upper component requires $(k-q/2)L=\kappa L+2\pi j$ with integer $j$, or
\begin{equation}
k_j=\kappa+\frac q2+\frac{2\pi j}{L},\qquad j=0,\ldots,N-1.
\label{fold}
\end{equation}
The lower component then has the phase $(k_j+q/2)L=\kappa L+2\pi(j+p)$ and satisfies the same condition. Further values of $j$ repeat the list, since $2\pi N/L=G$. The supercell spectrum is the union of $N$ one-cell spectra. Because $q/2=\pi p/L$, odd $p$ displaces the list by half a step. A comparison that omits this displacement uses the wrong $k$ points.

\section{Limits that can be checked by hand}

\paragraph{Collinear field.} If $\beta=0$, the blocks decouple into $E_\uparrow(\mathbf k-\mathbf q/2)$ and $E_\downarrow(\mathbf k+\mathbf q/2)$. The choice of $\mathbf q$ then moves labels and leaves the set of energies over the full zone unchanged.

\paragraph{Half turn per cell.} For $\mathbf q=\mathbf G/2$, with $\mathbf G$ a primitive reciprocal vector, $b_-$ changes sign from one cell to the next along the corresponding lattice direction. If also $b_z=0$, this is an antiferromagnetic arrangement. The two components differ in wave vector by $\mathbf G/2$, which is the coupling found in the usual doubled cell.

\paragraph{Uniform cone.} Let $v=0$, with constant $b_z$ and constant real $\beta=b_\perp$. In one dimension \eqref{matrix} separates into blocks
\begin{equation}
\begin{pmatrix}A(k-q/2)^2+b_z&b_\perp\\ b_\perp&A(k+q/2)^2-b_z\end{pmatrix}.
\end{equation}
Half the sum of the diagonal elements is $A(k^2+q^2/4)$ and half their difference is $d=b_z-Akq$. A two-by-two matrix with these elements has the eigenvalues
\begin{equation}
E_\pm=A\left(k^2+\frac{q^2}{4}\right)\pm\sqrt{(b_z-Akq)^2+b_\perp^2}.
\label{cone}
\end{equation}
The separation is smallest, $2b_\perp$, at $k=b_z/(Aq)$. There the exchange energy along the axis cancels the kinetic difference of the two components. For $b_z\neq0$ the levels at $k$ and $-k$ differ, so a mesh must not be halved by assuming $E(\mathbf k)=E(-\mathbf k)$.

\section{The example in numbers}

The example has
\begin{align}
v&=2V_1\cos Gz,\qquad |\mathbf b|=B_0+2B_1\cos Gz,\nonumber\\
\varphi&=qz-\frac{qa}{2\pi}\sin Gz,
\end{align}
with $V_1=-0.50$ eV, $B_0=0.25$ eV, $B_1=0.05$ eV and a cone angle of $80^\circ$ from the spin axis. The derivative $d\varphi/dz=q(1-\cos Gz)$ vanishes at each layer, so the field direction is stationary there. The spacing is $a=0.28$ nm, which gives $G=22.44$ nm$^{-1}$; a turn of $30^\circ$ gives $q=1.870$ nm$^{-1}$. The bare electron mass gives $A=0.0381$ eV\,nm$^2$.

At $k=5$ nm$^{-1}$ the components have wave numbers $4.065$ and $5.935$ nm$^{-1}$. The uniform cone with $b_z=0.0434$ eV and $b_\perp=0.2462$ eV explains most of the result:
\begin{align}
A(k^2+q^2/4)&=0.9525+0.0333=0.9858\ \text{eV},\nonumber\\
d&=0.0434-0.3562=-0.3128\ \text{eV},\nonumber\\
\sqrt{d^2+b_\perp^2}&=0.3981\ \text{eV}.
\end{align}
The levels are $0.588$ and $1.384$ eV, against $0.554$ and $1.351$ eV in the full model. Second-order perturbation theory in $V_1$ alone lowers the upper component by $0.030$ eV and the lower component by $0.036$ eV, which is the size of the difference.

The spin-up weight of the lower level in the uniform cone is $\tfrac12(1-d/0.3981)=0.893$; the full model gives $0.887$. The field $b_z$ by itself would favour spin down. Spin up prevails because its smaller wave number saves more kinetic energy than $b_z$ costs.

The supercell test used $\kappa=k-q/2=4.065$ nm$^{-1}$, $N=12$ and $p=1$. The lowest 48 levels of the twelve-layer matrix agree with the union over \eqref{fold} to $8\times10^{-13}$ eV. With equal basis density and dense diagonalization, whose cost grows as the cube of the dimension, $N$ small problems cost $N^{-2}$ of the large one, here $1/144$.

\subsection{Where the two lowest bands are closest}

The uniform cone has its smallest separation, $0.492$ eV, at $k=0.609$ nm$^{-1}$. The full model has a smaller one, $0.372$ eV, at $k=11.15$ nm$^{-1}$, close to the zone boundary $G/2=11.22$ nm$^{-1}$. At the boundary the lowest plane waves are spin up at $K=(G-q)/2=10.28$ nm$^{-1}$ and spin down at $-K$, with equal kinetic energy. They are coupled directly by $\beta_G$. They are also coupled in second order by one action of $V_1$ and one of $\beta_0$, through states higher by
\begin{equation}
\frac A4\left[(G+q)^2-(G-q)^2\right]=AGq=1.60\ \text{eV}.
\end{equation}
There are two such paths, one for each order of the two actions. For the phase used here $\beta_G\simeq\sin80^\circ\,(B_1+B_0/24)=0.059$ eV and $\beta_0\simeq0.246$ eV. The coupling is then
\begin{equation}
\beta_G+\frac{2|V_1|\beta_0}{AGq}\simeq0.059+0.154=0.213\ \text{eV},
\end{equation}
which predicts a separation of about $0.43$ eV. The expansion ratio $|V_1|/(AGq)=0.31$ is not small, so agreement with $0.372$ eV can only be rough. The field $b_z$ displaces the crossing by $\delta k$, where $4AK\,\delta k+2b_z=0$. This gives $\delta k=-0.055$ nm$^{-1}$. The scan in the output, with a step of $0.056$ nm$^{-1}$, is too coarse to test this; a finer search gives $-0.068$ nm$^{-1}$, so the estimate has the right sign and rough size.

\subsection{Changing the pitch}

At fixed $k=5$ nm$^{-1}$ and fixed field strength, the separation of the two levels is $0.513$, $0.797$, $0.939$ and $1.199$ eV for turns of $0^\circ$, $30^\circ$, $37.417^\circ$ and $50^\circ$. The third angle is $10\sqrt{14}$ degrees, an irrational fraction of a full turn, so no finite supercell represents it. The matrix has the same size in all four cases. The growth follows from the term $Akq$ in \eqref{cone}. The lower level falls from $0.663$ to $0.411$ eV, but this is no evidence that a tighter spiral is more stable: at fixed $k$ the wave number $k-q/2$ of its spin-up component also falls, while the weight of that component grows from $0.41$ to $0.95$. A comparison of stability needs the total energy, with all occupied states summed over the zone.

\section{Terms that break or keep the symmetry}

Translation without spin rotation fails because $b_-$ acquires a phase. The norm of its commutator with $H$ is the largest $|b_-(z)|$ times $|e^{-iqa}-1|$, or $0.35\sin80^\circ\times2\sin15^\circ=0.178$ eV, as computed.

Spin-orbit coupling contains $(\nabla v\times\mathbf p)\cdot\boldsymbol\sigma$. If $v$ depends on $z$ alone and the spin axis is the spiral axis, this becomes $v'(z)(p_x\sigma_y-p_y\sigma_x)$. At fixed in-plane momentum it has the form $\lambda\sin(Gz)\,\sigma_x$, up to the choice of transverse axis. The spin rotation gives
\begin{equation}
U\sigma_xU^\dagger-\sigma_x=(\cos qa-1)\sigma_x+\sin qa\,\sigma_y .
\end{equation}
Its norm is $\sqrt{2-2\cos qa}=2|\sin(qa/2)|$, so the commutator with $g$ has norm $2\lambda|\sin(qa/2)|$. For $\lambda=0.10$ eV this is $0.0518$ eV, which the supercell matrix confirms. The one-cell form is then lost. A term $\zeta p_z\sigma_z/\hbar$, by contrast, commutes with both translation and $U$. It adds $\pm\zeta(k\mp q/2+G_n)$ to the diagonal of \eqref{matrix}, where $G_n$ is the reciprocal vector of the plane wave. For a field that obeys \eqref{spiral}, absence of spin-orbit coupling is thus sufficient for the theorem but not necessary.

A uniform field perpendicular to the spin axis also breaks the symmetry, since it does not turn with the spiral. Bunching of the moments towards easy directions, with azimuth $\varphi+\delta\cos(\pi z/a)$, breaks the one-layer operation but keeps the two-layer one. The theorem then holds with a cell of two layers and a turn of $2qa$.

\section{The example beside holmium}

The spacing, turn and cone angle are rough values for holmium at low temperature, where the localized $4f$ moments form a conical spiral and act on the conduction electrons. Holmium is hexagonal close-packed, however: neighbouring layers are shifted sideways, and the shortest lattice translation along the axis spans two layers. For the real crystal, and only as long as spin-orbit coupling is neglected, the theorem therefore reduces twelve layers to two, with a turn of $60^\circ$ per cell, and not to one as in this model. The exchange strength is a rough choice. The weak lattice potential, bare mass and motion along one line are not a band structure of holmium, whose conduction states have strong $5d$ character. The levels above should therefore not be compared with measured ones.

The response of the model to changes of assumed strength can be computed. Doubling the mass, with all else fixed, reduces the separation at $k=5$ nm$^{-1}$ from $0.80$ to $0.58$ eV, the largest of these changes. A transverse spin-orbit term of $0.10$ eV moves the lowest 24 supercell levels by at most $2.3$ meV, and bunching with $\delta=10^\circ$ by at most $3.8$ meV, both at $\kappa=4.065$ nm$^{-1}$. These shifts depend sharply on $\kappa$: a mesh of 17 values across the supercell zone finds at most $3.3$ and $21$ meV, but a fine search reaches about $5.5$ and $25$ meV near $\kappa=0.83$ nm$^{-1}$ (modulo $2\pi/L$). The spin-orbit strength is assumed, not derived from $v$: the transverse term vanishes for motion exactly along the axis, and the smooth potential used here gives only about $4\times10^{-6}$ eV at an in-plane wave number of $5$ nm$^{-1}$. Nor do these figures cover spin-orbit coupling within the $5d$ shell, which this model lacks. A mean free path of roughly $20$ nm broadens the lower level by $|dE/dk|/\ell=0.323/20$ eV, or $16$ meV; the thermal energy at $10$ K is $0.86$ meV. Both are small beside the $0.80$ eV separation. For a real band structure these comparisons must be repeated near the Fermi level, where small gaps can be altered by shifts of a few to a few tens of meV. The remaining computed values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
hbar^2/(2m) = 0.038100 eV nm^2
layer spacing a = 0.28 nm, G = 22.4399 1/nm
v coefficient = -0.50 eV; |b| coefficients = 0.25, 0.05 eV
cone angle = 80 deg
turn per layer = 30.0 deg, q = 1.8700 1/nm
pitch = 3.36 nm = 12 layers
generalized k = 5.0000 1/nm
up wave number k-q/2 = 4.0650 1/nm
down wave number k+q/2 = 5.9350 1/nm
one-cell levels 1, 2 = 0.553629, 1.351062 eV
12-cell levels at same k = 0.553629, 1.351062 eV
level separation = 0.797433 eV
spin-up weights = 0.8870, 0.1130
matrix sizes: one cell 34, supercell 384
smallest separation of bands 1, 2 = 0.3724 eV
  found at k = 11.164 1/nm (scan step 0.056)
uniform cone: b_z = 0.0434 eV, b_perp = 0.2462 eV
uniform cone levels at k = 0.587718, 1.383889 eV
uniform cone: least gap 0.4924 eV at k = 0.6093 1/nm
turn 0.000 deg: levels 0.663252, 1.176202 eV
turn 30.000 deg: levels 0.553629, 1.351062 eV
turn 37.417 deg: levels 0.501018, 1.439955 eV
turn 50.000 deg: levels 0.410947, 1.609813 eV
max level mismatch, 12 cells 1 turn = 7.6e-13 eV
max level mismatch, 5 cells 2 turns = 4.8e-13 eV
same with 0.02 eV nm p_z sigma_z term = 7.7e-13 eV
commutator norm with screw operator = 7.4e-11 eV
commutator norm with bare translation = 0.1784 eV
relabelling q to q+G, mismatch = 4.7e-13 eV
spiral density mismatch = 1.8e-14 per grid point
closed-form mismatch = 2.1e-13 eV
2D incommensurate residual = 5.0e-09 eV
2D residual with shifts reversed = 0.728 eV
transverse spin-orbit strength (rough) = 0.10 eV
  its commutator norm = 0.05176 eV
  formula 2 lambda |sin(qa/2)| = 0.05176 eV
  largest shift, lowest 24 levels = 2.319 meV
bunching amplitude (rough) = 10 deg
  its commutator norm = 0.1197 eV
  largest shift, lowest 24 levels = 3.812 meV
doubled mass: levels = 0.1384, 0.7146 eV
doubled mass: separation = 0.5761 eV
band slope dE/dk at k, level 1 = 0.3229 eV nm
broadening, 20 nm path (rough) = 16.15 meV
thermal energy at 10 K = 0.862 meV
\end{verbatim}
